# Van Dort Gap Widening and Triangular-Well Subbands at MOS Threshold

## The two-thirds power from dimensions

An electron held against a hard wall by a uniform force $qF$ has three quantities from which an energy can be made: $\hbar$, its mass $m$ and $qF$. Write $E\propto\hbar^a m^b(qF)^c$. The units of kilogram, metre and second require

$$a+b+c=1,\qquad 2a+c=2,\qquad a+2c=2 .$$

The last two give $a=c=2/3$, and the first then gives $b=-1/3$. Hence

$$E=\text{number}\times\left(\frac{\hbar^2}{m}\right)^{1/3}(qF)^{2/3}.$$

Temperature does not appear, because it is not part of the one-electron problem. The van Dort correction keeps this field dependence and expresses the effect as a wider band gap, so that a classical calculation can imitate quantization. Its gap widening is

$$D(F)=\frac{13}{9}L(F),\qquad L(F)=\beta\left(\frac{\varepsilon}{4kT}\right)^{1/3}F^{2/3},$$

with $\varepsilon$ the permittivity of silicon. Since $\varepsilon F^2/kT$ is an inverse volume, its cube root is an inverse length, and $\beta$ is an energy times a length. The published calibration is $\beta=4.10\times10^{-8}$ eV cm. In the formulas below energies are in joules, so $D/q$ is a voltage.

The widening alone does not fix a threshold shift. One must also say how the two band edges share it. Two readings, differing by about a factor of two, are compared here with a subband calculation.

## Field and threshold criterion

The substrate is uniformly doped p-type (100) silicon without source-drain bias. Let $z$ point into the silicon, let $\psi(z)$ be the potential relative to the neutral bulk, and let $\phi_t=kT/q$. With holes $p=N_Ae^{-\psi/\phi_t}$ and electron charge neglected, Poisson's equation is

$$\psi''=\frac{qN_A}{\varepsilon}\left(1-e^{-\psi/\phi_t}\right).$$

Multiply by $2\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$(\psi')^2=\frac{2qN_A}{\varepsilon}\left(\psi-\phi_t+\phi_te^{-\psi/\phi_t}\right).$$

At the surface the exponential is negligible. From here on $\psi$ without an argument is the surface value, and

$$F(\psi)=\sqrt{\frac{2qN_A(\psi-\phi_t)}{\varepsilon}} .$$

The bulk electron density is $n_i^2/N_A$. Near the surface the potential is $\psi-Fz$, so the classical sheet density is

$$N_{cl}=\frac{n_i^2}{N_A}e^{\psi/\phi_t}\int_0^\infty e^{-Fz/\phi_t}dz
=\frac{n_i^2}{N_A}e^{\psi/\phi_t}\frac{\phi_t}{F}.$$

Define $\phi_F=\phi_t\ln(N_A/n_i)$, $\psi_{cl}=2\phi_F$ and $F_{cl}=F(\psi_{cl})$. At $\psi_{cl}$ the classical surface electron density equals $N_A$, and the sheet density is $N_{th}=N_A\phi_t/F_{cl}$. Every model is required to reach this same $N_{th}$ at its threshold. A criterion of equal surface density would be useless, since the quantum density vanishes at the wall.

## Levels and centroid

In the triangular well

$$-\frac{\hbar^2}{2m}\chi''+qFz\,\chi=E\chi,\qquad \chi(0)=0 .$$

Put $\ell=(\hbar^2/2mqF)^{1/3}$ and $x=z/\ell-E/(qF\ell)$. Dividing by $qF\ell=\hbar^2/(2m\ell^2)$ gives $d^2\chi/dx^2=x\chi$. The decaying solution is $\mathrm{Ai}(x)$. If its zeros are $-a_j$, the wall condition gives

$$E_j=a_j\,qF\ell=a_j\left(\frac{\hbar^2}{2m}\right)^{1/3}(qF)^{2/3}.$$

The mean depth follows from stretching the wavefunction. The trial function $\sqrt\lambda\,\chi(\lambda z)$ still vanishes at the wall, and its energy is $\lambda^2K+U/\lambda$, where $K$ and $U=qF\langle z\rangle$ are the kinetic and potential energies. This is stationary at $\lambda=1$, so $2K=U$. Then $E=K+U=3U/2$ and

$$\langle z\rangle=\frac{2E}{3qF}.$$

The classical layer has mean depth $kT/(qF)$. When $E_0>1.5\,kT$, the ground state lies deeper by $\Delta z$, with

$$\frac{qF\Delta z}{E_0}=\frac23-\frac{kT}{E_0}.$$

This equals $4/9$ when $E_0=4.5\,kT$. The factor $13/9=1+4/9$ can thus be read as a level energy plus field times displacement, with the second term frozen at its value for that one energy.

At threshold the second term is not a true electrostatic cost. By Gauss's law, a sheet charge $qN$ at depth $z$ contributes $qNz/\varepsilon$ to the band bending. Moving the layer by $\Delta z$ costs $qN_{th}\Delta z/\varepsilon$, which is far smaller than $F\Delta z$ when the inversion charge is small beside the depletion charge.

Equating $L$ to $E_0$ gives the calibration that the triangular well would imply:

$$\beta_{well}=a_0\left(\frac{\hbar^2q^2}{2m}\frac{4kT}{\varepsilon}\right)^{1/3}
=a_0\left(\frac{2\hbar^2q^2kT}{m\varepsilon}\right)^{1/3}.$$

With the longitudinal mass $0.916\,m_0$ at 300 K this is $4.40\times10^{-8}$ eV cm. The published constant puts $L$ about 7% below $E_0$. Since $\beta_{well}$ grows as $T^{1/3}$, a fixed $\beta$ gives $L$ a factor $T^{-1/3}$ that the levels do not have.

## Effective intrinsic density and its two readings

For nondegenerate bands $np=N_cN_ve^{-E_g/kT}$. Neutrality, $n=p$, gives $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}$. Replacing $E_g$ by $E_g+D$ yields

$$n_{i,\mathrm{eff}}=n_i\,e^{-D/2kT}.$$

**Mid-gap reading.** The electrostatic potential continues to mark the middle of the gap:

$$n=n_{i,\mathrm{eff}}\exp\frac{\psi(z)-\phi_F}{\phi_t},$$

where $\phi_F$ keeps its bulk value. At fixed potential the electrons are reduced by $e^{-D/2kT}$. The conduction edge has risen by $D/2$ and the valence edge has fallen by $D/2$.

**One-sided reading.** The valence edge stays fixed, so $p=N_Ae^{-\psi(z)/\phi_t}$ as before and

$$n=\frac{n_{i,\mathrm{eff}}^2}{p}=\frac{n_i^2}{N_A}e^{\psi(z)/\phi_t}e^{-D/kT}.$$

The conduction edge takes the whole of $D$, and the electron reduction is squared.

In both readings the surface value of $D$ is applied through the thin electron layer. The bulk must keep the ordinary $n_i$. If $\phi_F$ were recomputed as $\phi_t\ln(N_A/n_{i,\mathrm{eff}})$, it would grow by $D/2q$, and the mid-gap formula would lose another factor $e^{-D/2kT}$. It would then silently give the one-sided density.

## The subband reference

In one valley the number of in-plane states per area, including spin, is $2(2\pi k_\parallel dk_\parallel)/(2\pi)^2=k_\parallel dk_\parallel/\pi$. With energy $\hbar^2k_\parallel^2/2m_d$ this is a constant density $m_d/(\pi\hbar^2)$ per energy. Boltzmann filling of all subbands gives

$$N_{qm}=Z\,e^{-(E_c(0)-E_F)/kT},\qquad
Z=\sum_{v}\frac{g_vm_{d,v}kT}{\pi\hbar^2}\sum_je^{-E_{vj}/kT}.$$

On a (100) surface two valleys have normal mass $m_l$ and $g m_d=2m_t$. The other four have normal mass $m_t$ and $g m_d=4\sqrt{m_lm_t}$. The classical density in the same notation is $N_{cl}=N_c(\phi_t/F)e^{-(E_c(0)-E_F)/kT}$, with

$$N_c=12\left(\frac{(m_lm_t^2)^{1/3}kT}{2\pi\hbar^2}\right)^{3/2}.$$

The extra bending that compensates quantization at fixed field is therefore

$$\delta_{well}(F)=\phi_t\ln\frac{N_{cl}}{N_{qm}}=\phi_t\ln\frac{N_c\phi_t}{FZ}.$$

**High field.** When one level dominates,

$$\delta_{well}\simeq\frac{E_0}{q}-\phi_t\ln\left(\frac{2m_tkT}{\pi\hbar^2}\frac{F}{N_c\phi_t}\right).$$

The logarithm compares the states of one two-dimensional band with those of the classical layer. It grows more slowly than $E_0$, so $\delta_{well}$ tends to $E_0/q$ in relative terms. The mid-gap correction at 300 K has the fixed ratio $D/(2E_0)=(13/18)(4.10/4.40)\simeq0.67$, and must eventually fall below the well result.

**Low field.** Many levels are then filled, and the main effect is the empty layer at the wall. The thermal density matrix of a free particle falls with separation $s$ as $e^{-mkTs^2/2\hbar^2}$. A hard wall subtracts the contribution of the image point, at $s=2z$, so the density is multiplied by $1-e^{-2mkTz^2/\hbar^2}$. The missing length is

$$d=\int_0^\infty e^{-2mkTz^2/\hbar^2}dz=\frac{\sqrt\pi}{2}\frac{\hbar}{\sqrt{2mkT}} .$$

All six valleys contribute equally to $N_c$, so the average is $\bar d=d(m_l)/3+2d(m_t)/3$. To leading order $N_{qm}/N_{cl}=1-\bar dF/\phi_t$ and $\delta_{well}=\bar dF$. At 0.002 MV/cm and 300 K, a sum with 2000 levels per ladder gives a ratio of 0.9845, and the wall formula gives 0.9844. This test also confirms that the valley counts in $Z$ and $N_c$ agree. Because $F^{2/3}$ exceeds a linear law at small enough $F$, the van Dort shift must be too large there.

## One iteration for all models

Let $\delta(F)$ be $D/2q$, $D/q$ or $\delta_{well}$. Equal sheet density means

$$\frac{e^{\psi/\phi_t}}{F(\psi)}e^{-\delta/\phi_t}=\frac{e^{\psi_{cl}/\phi_t}}{F_{cl}} .$$

Taking the logarithm and multiplying by $\phi_t$ gives

$$\psi=G(\psi)=\psi_{cl}+\phi_t\ln\frac{F(\psi)}{F_{cl}}+\delta(F(\psi)).$$

The gate voltage follows from continuity of electric displacement, with no interface charge:

$$V_G-V_{FB}=\psi+\frac{\varepsilon t_{ox}}{\varepsilon_{ox}}F(\psi).$$

The inversion charge adds a term that is common to all models, since $N_{th}$ is, and cancels in the shift.

```
input N_A, T, t_ox, band data, beta, model
phi_t   = k*T/q
psi_cl  = 2*phi_t*ln(N_A/n_i);  F_cl = F(psi_cl)
psi     = psi_cl
repeat
    f = F(psi)
    if model is van Dort:
        D     = (13/9)*beta*(eps/(4*k*T))^(1/3)*f^(2/3)
        delta = D/(2*q)   # mid-gap;  D/q if one-sided
    else:
        E     = Airy levels of both ladders at f
        delta = phi_t*ln(N_c*phi_t/(f*Z(E)))
    new  = psi_cl + phi_t*ln(f/F_cl) + delta
    done = |new - psi| < tolerance;  psi = new
until done
n_i_eff = n_i*exp(-D/(2*k*T))       # van Dort only
shift   = psi-psi_cl + eps*t_ox/eps_ox*(F(psi)-F_cl)
```

In the line for $D$, $\beta$ is in J m.

**Stability.** From $F^2\propto\psi-\phi_t$ we have $dF/d\psi=F/[2(\psi-\phi_t)]$. For $\delta\propto F^{2/3}$, $F\,d\delta/dF=2\delta/3$, and thus

$$G'(\psi)=\frac{\phi_t+2\delta/3}{2(\psi-\phi_t)}.$$

The error shrinks by about this factor per pass when it is below one. If $\delta\ge0$ and the start is $\psi_{cl}$, then $F\ge F_{cl}$ and each new $\psi$ is at least $\psi_{cl}$, so the square root stays real. For large $E_0/kT$, take $e^{-E_0/kT}$ out of $Z$ before forming the logarithm, which avoids underflow.

**Cost.** Besides the square root in $F(\psi)$, a van Dort pass needs one fractional power and one logarithm. A subband pass needs one exponential per level; the Airy zeros are stored once. For large $j$ the phase condition $\tfrac23a_j^{3/2}\simeq\pi j$ shows that levels up to a cutoff $E$ number about

$$J\simeq\frac{2}{3\pi}\frac{\sqrt{2m}\,E^{3/2}}{\hbar qF}.$$

The sum becomes long at low field, where the wall formula can replace it. At 300 K that formula is about 2% too high at 0.03 MV/cm and 7% too high at 0.1 MV/cm.

**Small fields in a device solver.** The slope $dD/dF=2D/3F$ diverges as $F^{-1/3}$ at $F=0$ and can spoil a Newton matrix. One regularization is to replace $F^{2/3}$ by $(F^2+F_0^2)^{1/3}-F_0^{2/3}$, which vanishes at zero field and has bounded slope. It lowers the original power by at most $F_0^{2/3}$. The correction should also be switched off when the field repels electrons from the interface. The example below does not need this change.

## A 3 nm oxide at 300 K

Take $N_A=10^{18}$ cm$^{-3}$ and $t_{ox}=3.0$ nm. The band data ($m_l=0.916\,m_0$, $m_t=0.19\,m_0$, a hole density-of-states mass of $1.0\,m_0$ and a gap of 1.12 eV) give $n_i=1.025\times10^{10}$ cm$^{-3}$, and $\phi_t=25.852$ mV. Classical threshold lies at $\psi_{cl}=951.1$ mV and $F_{cl}=0.535$ MV/cm. The sheet density is

$$N_{th}=\frac{10^{18}\times0.025852}{0.535\times10^6}=4.83\times10^{10}\ \mathrm{cm^{-2}}.$$

Integrating the classical electrons in the full field, which weakens with depth and includes their own charge, raises this by 0.8%. The weakening of the field raises the density, and the electrons' own charge lowers it by a smaller amount.

For the mid-gap reading the successive bending shifts are 77.45, 80.60, 80.72 and 80.72 mV. Near the solution $D/2q=79.6$ mV and $\psi=1031.8$ mV, so

$$G'=\frac{25.9+53.1}{2\times1006.0}=0.039,$$

in agreement with the increments 3.14 and 0.12 mV. At the solution $F=0.558$ MV/cm, $L=110.3$ meV and $D=(13/9)L=159.3$ meV. Hence

$$\frac{n_{i,\mathrm{eff}}}{n_i}=\exp\left(-\frac{159.3}{2\times25.852}\right)=0.0459,$$

or $n_{i,\mathrm{eff}}=4.71\times10^8$ cm$^{-3}$. The oxide ratio is $\varepsilon/\varepsilon_{ox}=11.7/3.9=3$, so the field increase of 0.0228 MV/cm adds $0.0228\times10^6\times3\times3\times10^{-7}$ V $=20.5$ mV across the oxide. Added to 80.7 mV, this gives a threshold shift of 101 mV.

The subband solution has $F=0.559$ MV/cm, with ground levels of 118.4 meV in the lower ladder and 200.0 meV in the upper. Here $\delta_{well}=82.8$ mV. It is $E_0/q$ less 35.6 mV for the counting of states, including the higher subbands. The bending shift is 84.0 mV and the threshold shift is 105 mV. The one-sided reading gives 207 mV.

The excess has two visible sources. The one-sided reading keeps the level energy without the 35.6 mV reduction, and it adds $4L/9$, about 49 meV, for displacement. Since $L$ lies about 8 meV below $E_0$, the net excess in $\delta$ at fixed field is about 77 mV. The ground-state centroid is at 1.413 nm and the classical one at 0.463 nm. Moving the sheet through this distance really costs 0.71 mV, or about 0.85 mV when the deeper electrons of the higher subbands are counted. The factor one half in the mid-gap reading compensates for both; this is a useful calibration, not a derivation of how the band edges move.

A quick conversion from bending to gate voltage uses $C_d=\varepsilon\,dF/d\psi=qN_A/F$. At $F_{cl}$ it gives $1+C_d/C_{ox}=1.260$, and $1.260\times84.0=105.8$ mV, slightly above the full result because $F(\psi)$ is concave.

## Doping and temperature

With the oxide and temperature fixed, the threshold shifts in mV are:

| $N_A$ (cm$^{-3}$) | Well | Mid-gap | One-sided |
|---|---:|---:|---:|
| $10^{17}$ | 32.4 | 38.5 | 78.0 |
| $3\times10^{17}$ | 57.2 | 60.1 | 122.2 |
| $10^{18}$ | 105.3 | 101.3 | 207.1 |
| $3\times10^{18}$ | 186.6 | 170.8 | 351.2 |

Relative to the triangular well, the mid-gap error runs from $+19\%$ to $-8\%$. The change of sign is the one expected from the two field limits of this hard-wall well; it is not a robust feature, because oxide penetration removes it and the image force can restore it, as discussed below. The one-sided result is too large by factors of 2.4 to 1.9.

At 400 K, with $N_A=10^{18}$ cm$^{-3}$ and the gap held at 1.12 eV, the shifts are 97.5, 90.3 and 184.6 mV in the same order. The classical threshold moves too, so this is not a comparison at fixed field. Relative to the same hard-wall well, the mid-gap deficit grows from 4% to 7%. At fixed field the factor $T^{-1/3}$ alone lowers $D$ by 9%.

## Where the reference itself fails

The triangular well is also a model. The largest correction found here is penetration into the oxide, taken with a 3.1 eV barrier and mass $m_{ox}=0.5\,m_0$. Inside the barrier $\chi\propto e^{\kappa z}$ for $z<0$. Continuity of $\chi$ and $\chi'/m$ gives $\chi/\chi'=m_{ox}/(m\kappa)$ on the silicon side. To first order the wall moves outward by this length and the level falls by $qFm_{ox}/(m\kappa)$. The lighter normal mass is affected more: the ladder minima fall by 4.8 and 22.6 meV. The bending shift drops by 8.5 mV.

Curvature of the depletion potential lowers the shift by 2.3 mV, while the field of the inversion charge raises it by about 0.7 mV in a self-consistent solution (the 0.4 mV in the output is a quick estimate with half the sheet field). Fermi filling raises the quantum bending by 0.1 mV but the classical bending by slightly more, so it changes the shift by less than 0.1 mV. Added together and multiplied by 1.26, these lower the well's threshold shift by roughly 13 mV, to about 92 mV. The 4% agreement at this doping is therefore closer than the accuracy of the reference. Even the sign of the mid-gap error depends on the hard wall. With a self-consistent potential and the same oxide barrier, the mid-gap shift is too large at all four dopings of the table, by about 40% at $10^{17}$, 10% at $10^{18}$ and 3% at $3\times10^{18}$ cm$^{-3}$. The size depends on the assumed oxide mass: with $m_{ox}=0.3\,m_0$ the last two become 7% and 1%. At 400 K and $10^{18}$ cm$^{-3}$ it is also too large, by about 11%. These figures omit the image force, which repels electrons from the oxide. An estimate with an ideal metallic gate, and with the classical reference left free of the image force, raises the well's threshold shift by about 6 to 8 mV at $10^{18}$ cm$^{-3}$ and 300 K, depending on how the divergence at the interface is cut off; with no screening by the gate it would be about 16 mV. With the metallic gate the mid-gap excess there falls to about 1–3%, and at $3\times10^{18}$ cm$^{-3}$ it becomes a deficit of about 4–5%. The sign at high doping is therefore not settled by this comparison. The factor of two between the readings is not in doubt at this level.

The oxide thickness and doping are of the order used in logic transistors of about the 180 nm generation. For an n-type gate with its Fermi level at the conduction edge, $V_{FB}$ is about $-(0.56+0.48)=-1.04$ V. The classical $V_G-V_{FB}=1.43$ V then means a threshold near 0.4 V, a plausible value, and quantization adds about 0.1 V. One assumption such devices clearly break is uniform doping, since their channels are graded and have implants near the source and drain. The table gives the scale: a uniform doping of $3\times10^{17}$ instead of $10^{18}$ cm$^{-3}$ lowers the well shift from 105 to 57 mV. Depletion of a gate doped to $10^{20}$ cm$^{-3}$ adds 0.8 mV, and a 30 meV narrower silicon gap removes 0.9 mV. The oxide field of 1.7 MV/cm is well below breakdown, roughly 10 MV/cm. A WKB estimate of gate leakage at threshold, with all electrons placed in the ground level, is $5\times10^{-11}$ A/cm$^2$ for $m_{ox}=0.5\,m_0$; the higher subbands add about 30%. It depends strongly on this mass and rises by more than three orders of magnitude at $0.3\,m_0$. Either value is too small to disturb the electrostatics, and neither describes leakage at full gate bias.

Strain, nonparabolic bands, dopant fluctuations and short-channel fields are not included, and the image force enters only through the estimate above. In strong inversion the electron charge can no longer be neglected: the well is then no longer triangular, the displacement cost $qN\Delta z/\varepsilon$ grows with $N$, and a self-consistent Schrödinger–Poisson solution is the proper reference. The numerical output below lists the values of the triangular-well comparison and the separate estimates of its corrections.

## Values computed for the example and the checks

```
Doping 1.0e+18 cm^-3; oxide 3.0 nm; T 300 K
Masses long/trans/hole/oxide 0.916 0.19 1.0 0.5 m0
Relative permittivity Si 11.7, oxide 3.9
Gap 1.12 eV; oxide barrier 3.1 eV
van Dort beta 4.10e-08 eV cm; kT 25.852 meV
Nc 2.738e+19, Nv 2.509e+19, n_i 1.025e+10 cm^-3
Classical threshold bending 951.12 mV
Classical threshold field 0.5350 MV/cm
Classical V_T - V_FB 1432.6 mV
Threshold sheet density 4.832e+10 cm^-2
Exact/simple classical sheet ratio 1.0076
Field at subband threshold 0.5587 MV/cm
Lower ladder levels 118.40 207.00 279.55 meV
Upper ladder levels 200.01 349.70 472.25 meV
Grid ground level 118.39 meV; E0/kT 4.580
Implied beta at 300 K 4.397e-08 eV cm
Centroid: ground 1.413 nm, classical 0.463 nm
(qF dz)/E0 0.4483; 4/9 = 0.4444
True displacement voltage 0.710 mV
Subband equivalent shift at this field 82.83 mV
State-count part, shift minus E0/q -35.57 mV
Low-field sheet ratio: sum 0.98451, wall 0.98437
Field at mid-gap van Dort threshold 0.5578 MV/cm
There: level part 110.27 meV, widening D 159.29 meV
Effective n_i 4.710e+08 cm^-3; ratio 0.04593
Mid-gap bending-shift iterates 77.4527 80.5953 80.7187 80.7236 mV
Gate gain 1+Cd/Cox 1.2602
well: bending shift 83.95 mV, V_T shift 105.32 mV
midgap: bending shift 80.72 mV, V_T shift 101.29 mV
onesided: bending shift 165.78 mV, V_T shift 207.14 mV
Sweep: N_A cm^-3, F_cl MV/cm, V_T shifts well/midgap/onesided mV
1.0e+17 0.1579 32.41 38.47 77.95
3.0e+17 0.2830 57.19 60.05 122.15
1.0e+18 0.5350 105.32 101.29 207.14
3.0e+18 0.9546 186.55 170.83 351.24
400 K V_T shifts well/midgap/onesided 97.52 90.33 184.59 mV
Curvature changes bending shift by -2.26 mV
Oxide penetration changes it by -8.48 mV
Penetration lowers ladder minima 4.84 and 22.56 meV
Inversion self-field changes it by 0.422 mV
Fermi filling changes it by 0.108 mV
30 meV gap narrowing changes V_T shift -0.86 mV
Gate depletion, 1e+20 cm^-3, adds 0.84 mV to V_T shift
Oxide field 1.676 MV/cm
WKB gate leakage estimate 5.0e-11 A/cm^2
```
